# Kramers Degeneracy and Conical Intersections with Spin-Orbit Coupling

Suppose that one looks for a geometry where two electronic states of a radical meet, with spin-orbit coupling included. If one adjusts two coordinates, as is enough for a real symmetric Hamiltonian, the search will in general end at a finite gap. No better optimizer cures this. With an odd number of electrons time reversal does not supply a basis in which the Hamiltonian is real; it makes the Hamiltonian a quaternionic matrix instead, and a meeting of two levels requires five conditions when there is no spatial symmetry, or three if a single mirror plane is kept. Higher symmetry can lower the count further.

## Setting and theorem

The nuclei are clamped at a geometry \(R\), there is no external magnetic field, and \(N\) electrons move in a real potential. The Hamiltonian is

\[
H=\sum_k\frac{p_k^2}{2m}+V(r_1,\dots,r_N;R)+H_{\rm SO}.
\]

Every term of \(H_{\rm SO}\) is a real function of positions times one momentum component and one spin component. The matrices below refer to a finite space of \(N\)-electron states that time reversal maps into itself, and their elements are smooth functions of \(R\).

**Theorem.** Let \(N\) be odd.

1. Every energy level has even degeneracy.
2. In a basis of time-reversed pairs, \(H\) is a Hermitian matrix whose entries are real quaternions.
3. Let two doublets meet at \(R_0\), separated there from all other levels. Near \(R_0\) they meet where five smooth real functions \(x(R)\) vanish. If the Jacobian of \(x\) at \(R_0\) has rank five, the intersection is a smooth set of codimension five.
4. Let \(R_0\) have a mirror plane. Among geometries that keep this plane, three functions remain. If their Jacobian has rank three, the codimension within that set of geometries is three.

Codimension is the number of independent conditions: in a space of \(f\) coordinates the intersection has dimension \(f\) minus the codimension. The theorem describes an intersection that exists; it does not promise one. The count of three in part 4 refers only to mirror-keeping geometries, because displacements that break the mirror can still open a gap. If further symmetry is kept, fewer conditions remain. With a second mirror \(S'\) perpendicular to the first (\(C_{2v}\)), the antiunitary operator \(S'T\) squares to \(+1\) and maps each mirror sector of part 4 into itself, so the \(2\times2\) block can be made real and two conditions suffice. In \(C_{3v}\), two doublets of different symmetry species need only one.

## Time reversal

Let \(K\) be complex conjugation in the position representation, with spin functions \(\alpha,\beta\) quantized along \(z\). Define

\[
T=\prod_{k=1}^{N}(-i\sigma_{y,k})\,K,\qquad
-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\]

so that \(T\alpha=\beta\) and \(T\beta=-\alpha\) for one electron.

**Lemma 1.** \(T\) commutes with \(H\), \(T^2=(-1)^N\), and \(\langle T\phi|T\chi\rangle=\langle\phi|\chi\rangle^*\).

*Proof.* Conjugation leaves \(r\) unchanged and reverses \(p=-i\hbar\nabla\). For the spin, \(\sigma_x\) and \(\sigma_z\) are real and anticommute with \(\sigma_y\), so they change sign under the factor \(-i\sigma_y\). The matrix \(\sigma_y\) commutes with that factor but is imaginary, so \(K\) changes its sign. Hence \(T\) reverses every spin component. The kinetic energy contains two momenta, \(V\) is real, and \(H_{\rm SO}\) contains one momentum and one spin, so the signs cancel and \(TH=HT\).

The matrix \(-i\sigma_y\) is real, so \(K\) passes through it. Its square is \(-1\), and \(N\) electrons give \((-1)^N\).

Finally, \(T\) is a unitary matrix times \(K\). The unitary matrix preserves inner products and \(K\) conjugates them. ∎

**Proof of part 1.** Let \(H\phi=E\phi\). Then \(HT\phi=TH\phi=ET\phi\), since \(E\) is real. Apply the inner-product rule to \(\phi\) and \(T\phi\), using \(T^2=-1\):

\[
\langle\phi|T\phi\rangle^*=\langle T\phi|T^2\phi\rangle=-\langle T\phi|\phi\rangle=-\langle\phi|T\phi\rangle^* .
\]

A number equal to its own negative is zero, so \(T\phi\) is orthogonal to \(\phi\) and is a second state of the same energy.

If the level contains another state \(\chi\) orthogonal to \(\phi\) and \(T\phi\), then \(T\chi\) is orthogonal to both as well:

\[
\langle T\phi|T\chi\rangle=\langle\phi|\chi\rangle^*=0,\qquad
\langle\phi|T\chi\rangle=-\langle T(T\phi)|T\chi\rangle=-\langle T\phi|\chi\rangle^*=0 .
\]

States can therefore be removed from the level in pairs until none is left, and its dimension is even. ∎

Two premises carry the proof. A Zeeman term \(B\cdot\sigma\) with a fixed external \(B\) changes sign under \(T\), so \(TH=HT\) is lost. For even \(N\), \(T^2=+1\) and the orthogonality argument gives nothing.

For even \(N\) one can instead choose basis states with \(T\phi=\phi\): take \(\phi+T\phi\), or \(i\phi\) if that sum vanishes, and repeat in the orthogonal complement. Then \(\langle i|H|j\rangle=\langle Ti|TH|j\rangle^*=\langle i|H|j\rangle^*\), so \(H\) is real. Two nondegenerate levels then meet when \(H_{11}-H_{22}\) and \(H_{12}\) vanish. These are the two conditions of the opening paragraph.

## The quaternionic matrix

**Proof of part 2.** By the argument just given, applied to the whole space, there is an orthonormal basis \(\{|i\rangle,|Ti\rangle\}\). Set \(a=\langle i|H|j\rangle\) and \(b=\langle i|H|Tj\rangle\). Since \(H\) commutes with \(T\),

\[
\langle Ti|H|Tj\rangle=\langle Ti|T(Hj)\rangle=a^* .
\]

Since \(|j\rangle=-T|Tj\rangle\),

\[
\langle Ti|H|j\rangle=-\langle Ti|T(H\,Tj)\rangle=-b^* .
\]

The block between pairs \(i\) and \(j\) is therefore

\[
Q=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix}=q_0+i\,(q_1\sigma_x+q_2\sigma_y+q_3\sigma_z),
\]

with \(a=q_0+iq_3\) and \(b=q_2+iq_1\). All four \(q\)'s are real. The matrices \(e_k=-i\sigma_k\) satisfy \(e_k^2=-1\) and \(e_1e_2=-\sigma_x\sigma_y=-i\sigma_z=e_3\), with the cyclic relations. This is the quaternion algebra, and \(Q=q_0-\sum_kq_ke_k\) is a real quaternion.

Hermiticity makes the block between \(j\) and \(i\) equal to \(Q^\dagger=q_0-iq\cdot\sigma\), the conjugate quaternion. For \(i=j\) the block equals its own conjugate, so \(q=0\): diagonal entries are real numbers times the \(2\times2\) unit matrix. ∎

**Remark (state interaction).** In a spin-orbit state-interaction calculation, the basis consists of spin-free states computed beforehand. Take two doublets \(n=1,2\) with real orbitals and real coefficients. Because \(-i\sigma_y=e^{-i\pi\sigma_y/2}\), \(T\) is a rotation of all spins by \(\pi\) about \(y\), times \(K\). It takes \(|n,+\tfrac12\rangle\) to \(|n,-\tfrac12\rangle\), so each spin-free doublet is already a time-reversed pair.

\(H_{\rm SO}\) is linear in spin vectors. By the Wigner–Eckart theorem for spin, its block between two doublets is \(w\cdot\sigma\) without a scalar part. Comparison with \(Q\) shows that \(w=iz\) with real \(z\). Within one doublet the block must be Hermitian, which forces \(z=0\). If the spin-free states are also coupled by a real electronic matrix element \(v\), then

\[
q_0=v,\qquad (q_1,q_2,q_3)=z .
\]

One can choose spin-free eigenstates, so that \(v=0\) at each geometry. This doesn't save a condition: two eigenvalues of a real symmetric matrix become equal only when both its diagonal difference and its coupling vanish.

## Two doublets and codimension five

**Lemma 2.** Near \(R_0\) the four states are described by a smooth \(4\times4\) matrix \(H_4(R)\) of the form in part 2. Its first derivative at \(R_0\) is \(\partial H\) projected on the four states.

*Proof.* Let \(P(R)\) project on the four states and \(P_0=P(R_0)\). Since these levels are separated from the others, \(P\) is smooth. \(T\) maps each eigenspace into itself, so \(P\) commutes with \(T\). Near \(R_0\), \(P_0PP_0\) is close to the unit operator on the four-state space, and

\[
W=PP_0\,(P_0PP_0)^{-1/2}
\]

is well defined. It obeys \(W^\dagger W=1\) on that space and commutes with \(T\). It carries a fixed basis \((1,T1,2,T2)\) at \(R_0\) smoothly to nearby geometries as a basis of time-reversed pairs, in which \(H_4\) is the matrix of \(H\).

For the derivative, differentiate \(P^2=P\) to get \(P'P+PP'=P'\). Multiplication by \(P_0\) on both sides at \(R_0\) gives \(2P_0P'P_0=P_0P'P_0\), so \(P_0P'P_0=0\). The inverse square root then has zero first derivative, and \(W'=P'P_0\) leads out of the four-state space. \(H(R_0)\) leads from that space back into it, so the terms of \((W^\dagger HW)'\) containing \(W'\) vanish. What remains is \(P_0H'P_0\). ∎

**Proof of part 3.** Write the diagonal entries of \(H_4\) as \(\bar E+d\) and \(\bar E-d\). Then

\[
H_4=\bar E+X,\qquad X=\begin{pmatrix}d&Q\\Q^\dagger&-d\end{pmatrix},\qquad x=(d,q_0,q_1,q_2,q_3).
\]

In \(X^2\) the upper right block is \(dQ-Qd=0\), and so is the lower left one. The upper left block is

\[
d^2+QQ^\dagger=d^2+(q_0+iq\cdot\sigma)(q_0-iq\cdot\sigma)=d^2+q_0^2+(q\cdot\sigma)^2=|x|^2,
\]

because \((q\cdot\sigma)^2=q_1^2+q_2^2+q_3^2\). The lower right block gives the same. Thus \(X^2=|x|^2\), and every eigenvalue of \(X\) is \(+|x|\) or \(-|x|\). The trace of \(X\) is zero, so each occurs twice:

\[
E_\pm=\bar E\pm|x|,\qquad \text{gap}=2|x| .
\]

The doublets meet if and only if all five components vanish. When the Jacobian \(J=\partial x/\partial R\) has rank five, the implicit function theorem solves these equations for five coordinates in terms of the others. ∎

For a small displacement \(\delta R\) from the intersection, \(x=J\,\delta R\) to leading order, and

\[
\text{gap}^2=\delta R^{\,T}(4J^TJ)\,\delta R+O(\delta R^3).
\]

At rank five the gap grows linearly along five independent directions, which is why the intersection is called conical. The rank of this form equals the rank of \(J\), the number of conditions that are independent at first order, and it can be found from energies alone.

Time reversal imposes no further relation among the five numbers, since any real \(x\) gives an allowed \(X\). A small change of the Hamiltonian that respects \(T\) shifts the functions \(x(R)\) slightly. At rank five their common zero moves but does not disappear. If the rank is lower, the theorem makes no such statement.

## A mirror plane

**Proof of part 4.** Let \(n\) be the unit normal of the plane. A reflection is an inversion times a rotation by \(\pi\) about \(n\), and inversion does not act on spin. For each electron the mirror operator \(S\) is therefore the spatial reflection times \(-i\,n\cdot\sigma\). The square of this spin factor is \(-1\), so \(S^2=(-1)^N=-1\), and the eigenvalues of \(S\) are \(\pm i\).

\(S\) commutes with \(T\). The spatial reflection is real, and for the spin factors \(\sigma_y\sigma^*=-\sigma\sigma_y\) gives

\[
(-i\sigma_y)(-i\,n\cdot\sigma)^*=\sigma_y\,n\cdot\sigma^*=-(n\cdot\sigma)\sigma_y=(-i\,n\cdot\sigma)(-i\sigma_y).
\]

If \(S\phi=i\phi\), antilinearity gives \(ST\phi=TS\phi=T(i\phi)=-iT\phi\). Time reversal exchanges the two sectors, and every doublet has one state in each.

At mirror-keeping geometries \(S\) commutes with \(H\), hence also with \(P\) and \(W\). Choose \(|1\rangle\) and \(|2\rangle\) in the \(+i\) sector. Then \(|T2\rangle\) lies in the \(-i\) sector and \(b=\langle1|H|T2\rangle=0\), that is, \(q_1=q_2=0\). The \(+i\) sector contains

\[
\begin{pmatrix}\bar E+d&q_0+iq_3\\q_0-iq_3&\bar E-d\end{pmatrix},
\]

and the \(-i\) sector contains its complex conjugate. The remaining conditions are \(d=q_0=q_3=0\), and the implicit function theorem applies again. ∎

**Breaking the mirror.** For a mirror-odd displacement \(\partial H\) changes sign under \(S\). Its elements within one sector obey

\[
\langle1|\partial H|2\rangle=-\langle S1|\partial H|S2\rangle=-(-i)(i)\langle1|\partial H|2\rangle=-\langle1|\partial H|2\rangle=0,
\]

and the same holds for the diagonal elements. To first order such a displacement enters only through \(b\), that is, through \(q_1\) and \(q_2\). To this order the five conditions split into three that mirror-even coordinates control and two that mirror-odd coordinates control.

**Spin-free picture.** The orbital factor multiplying the spin in \(H_{\rm SO}\) is an axial vector. Its component along \(n\) is even under the reflection, and its in-plane components are odd. Two doublets of equal spatial parity can have \(v\) and \(z\) along \(n\). Two of opposite parity have \(v=0\) and \(z\) in the plane, with two components. With the energy difference, both cases give three conditions. Without spin-orbit coupling they would give two and one.

**Planar molecules.** A nonlinear planar molecule of \(M\) atoms has \(3M-6\) internal coordinates: \(2M-3\) in the plane and \(M-3\) out of it. For \(M=3\) all three are mirror-even, and at rank three the intersections are isolated points. For \(M=4\) there are five even coordinates and one odd one. At a planar intersection the full Jacobian has rank at most \(3+1=4\), so part 3 does not apply there. If the in-plane Jacobian has rank three, the planar intersection has dimension \(5-3=2\), more than the \(6-5=1\) of the generic case.

## Example: four atoms, three electrons

The model has one \(s\) orbital on each of four atoms. Between atoms \(i\) and \(j\) the one-electron matrix element is

\[
h_{ij}=t_{ij}\,(-1+i\gamma\,\nu_{ij}\cdot\sigma),\qquad t_{ij}=t_0e^{-(r_{ij}-d_0)/\ell},
\]
\[
\nu_{ij}=\frac1{d_0^2}\sum_k(r_j-r_k)\times(r_k-r_i).
\]

Here \(t_0=1\) eV, \(d_0=3\) Å, \(\ell=1\) Å and \(\gamma=0.05\), with a repulsion \(U=2\) eV for two electrons on one atom. Since \(\nu_{ij}\) is real and antisymmetric in \(i,j\), the Hamiltonian is Hermitian and commutes with \(T\).

At a distorted geometry without symmetry, the 56 three-electron levels form 28 pairs. They are equal within a pair to about \(10^{-14}\) eV, while different pairs are at least 0.0078 eV apart. With two electrons no two levels are closer than 0.0029 eV. A Zeeman term of \(0.01\sigma_z\) eV splits the lowest three-electron pair by 0.018 eV.

**The regular tetrahedron.** Put the atoms at \(r_i=d_0s_i/\sqrt8\), where \(s_i\) is \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) or \((-1,-1,1)\). The hopping \(-t_0\) gives one orbital at \(-3t_0\) and three at \(+t_0\), whose amplitudes are half the \(x\), \(y\) or \(z\) components of \(s_i\). Because \(\sum_ks_k=0\), expanding the cross products gives \(\nu_{ij}=\tfrac48s_i\times s_j\). Then

\[
\langle x|\nu_z|y\rangle=\tfrac14\cdot\tfrac12\sum_{ij}x_iy_j(x_iy_j-y_ix_j)=\tfrac18(16-0)=2 .
\]

For orbital angular momentum one, in units of \(\hbar\), \(\langle x|L_z|y\rangle=-i\). With \(\lambda=\gamma t_0\) the spin-orbit term in this level is therefore \(-2\lambda L\cdot\sigma\). The eigenvalues of \(L\cdot\sigma\) are \(1\) (four states) and \(-2\) (two states). The orbital energies become \(t_0-2\lambda=0.9\) eV, fourfold, and \(t_0+4\lambda=1.2\) eV, twofold.

For \(U=0\), two electrons fill the lowest orbital and the third chooses between these levels, 0.300 eV apart. With \(U=2\) eV the lowest three-electron level is still fourfold, and the next doublet lies 0.290 eV (2339 cm⁻¹) higher. This fourfold level, called the quartet below, is not a spin quartet: it has \(\langle S^2\rangle\approx\tfrac34\) and is the lower spin-orbit component of a \(^2T_2\) term. It is two Kramers doublets that meet.

The six internal coordinates are one breathing mode, two \(e\) modes and three \(t_2\) modes, each normalized to unit Cartesian length. The \(t_2\) modes are taken as the shear strains \(yz\), \(xy+xz\) and \(xy-xz\) of the tetrahedron, in this order; the third is odd under the mirror \(y\leftrightarrow z\), which exchanges the last two atoms. The diagonal of the \(\text{gap}^2\) form, in eV²/Å², is 0 for breathing, 1.487 for each \(e\) mode and 1.816 for each \(t_2\) mode. Its rank is five. Breathing keeps the full symmetry and with it the quartet.

**Unequal atoms.** At the regular tetrahedron of equal atoms, symmetry enforces the meeting, so the sharper test is to remove that symmetry. Site energies of 0.10, 0.05, 0.04 and 0 eV open a gap of 0.0319 eV at the undistorted tetrahedron. A search in the five \(e\) and \(t_2\) modes closes it to rounding error, at \(t_2\) displacements of 0.0185, 0.0121 and \(-0.0093\) Å and negligible \(e\) displacements. At the symmetric tetrahedron the form is invariant under the point group, so it does not couple \(e\) to \(t_2\) modes and is 1.816 times the unit matrix within the \(t_2\) modes. Used as an estimate for a displacement in the \(t_2\) modes alone, it predicts a total length of

\[
\frac{0.0319}{\sqrt{1.816}}=0.0237\ \text{Å},
\]

and the one found is \(\sqrt{0.0185^2+0.0121^2+0.0093^2}=0.0240\) Å. At this intersection, which no spatial symmetry protects, the form again has rank five.

If the third \(t_2\) mode is frozen at zero, four modes remain and the least gap found near the tetrahedron is 0.0125 eV. The linear estimate is \(\sqrt{1.816}\times0.0093=0.0125\) eV. With breathing held at 0.2 Å, the five modes close the gap again at a slightly shifted point, as expected for an intersection of dimension \(6-5=1\).

**Mirror kept.** With site energies of 0.10, 0.05, 0 and 0 eV, the plane that exchanges the last two atoms remains a symmetry. Four modes are even: breathing, one \(e\) and two \(t_2\). The gap at the tetrahedron is 0.0365 eV, and the three even modes other than breathing close it. At the intersection the form has rank three in the even modes, two in the odd modes and five in all six.

At another mirror-keeping geometry, the three lowest spin-free doublets have parities \(+,-,+\). The first and third are coupled by \(|z|=0.101\) eV along the normal. The second is coupled to the first and third by vectors in the plane, of length 0.095 and 0.085 eV. The numerical check finds no component in the directions that parity forbids.

## Table of computed values

```
hopping 1.0 eV, decay length 1.0 angstrom, edge 3.0 angstrom
repulsion U 2.0 eV, gamma 0.05, lambda = gamma*hopping 0.05 eV
mode order: breathing, e(even), e(odd), t2(even), t2(even), t2(odd)
-- low-symmetry test geometry --
displacements (angstrom): 0.10 0.15 0.10 -0.12 0.08 0.05
site energies (eV): 0.10 0.05 0.04 0.00
three-electron determinants: 56  Kramers pairs: 28
largest splitting inside a pair (eV): 1.1e-14
smallest distance between pairs (eV): 7.84e-03
two electrons, smallest level distance (eV): 2.93e-03
Zeeman term 0.01 eV * sigma_z splits lowest pair by (eV): 0.01842
-- regular tetrahedron, equal atoms --
one-electron levels (eV): -3.000 -3.000 0.900 0.900 0.900 0.900 1.200 1.200
lowest six three-electron levels (eV): -4.27491 -4.27491 -4.27491 -4.27491 -3.98496 -3.98496
quartet to next doublet: 0.28995 eV = 2338.6 cm^-1
gap^2 form, diagonal (eV^2/angstrom^2): 0.0000 1.4873 1.4873 1.8161 1.8162 1.8162
rank of gap^2 form: 5 of 6
-- unequal atoms, no symmetry --
gap at undistorted tetrahedron (eV): 0.03190
gap after search in five modes (eV): 6.2e-15
intersection displacements (angstrom): 0.0000 -0.0000 -0.0000 0.0185 0.0121 -0.0093
eigenvalues of gap^2 form (eV^2/angstrom^2): 0.0000 1.4827 1.4857 1.8121 1.8203 1.8214
rank of gap^2 form: 5 of 6
odd t2 mode frozen, four modes free, least gap found (eV): 0.01254
breathing fixed at 0.2 angstrom, five modes, gap (eV): 6.0e-15
seam point displacements (angstrom): 0.2000 -0.0000 -0.0000 0.0207 0.0136 -0.0104
-- unequal atoms, mirror kept --
site energies (eV): 0.10 0.05 0.00 0.00
gap at undistorted tetrahedron (eV): 0.03654
gap after search in three even modes (eV): 4.0e-15
intersection displacements (angstrom): 0.0000 -0.0001 0.0000 0.0253 0.0122 0.0000
rank in four even modes: 3  in two odd modes: 2  in all six: 5
-- spin-free doublets, mirror kept --
displacements (angstrom): 0.10 0.15 0.00 -0.12 0.08 0.00
energies (eV): -3.87937 -3.79767 -3.43577  mirror parities: 1 -1 1
doublets 1,2 opposite parity: |z along normal| 0.00000 eV, |z in plane| 0.09537 eV
doublets 1,3 same parity: |z along normal| 0.10064 eV, |z in plane| 0.00000 eV
doublets 2,3 opposite parity: |z along normal| 0.00000 eV, |z in plane| 0.08470 eV
```
